\section*{Electron Density and Porosity from the X-Ray Critical Angle}

\section{A film that is partly empty}

An insulating film on a wafer has been made porous to lower its permittivity. The pores are too small to see in an optical microscope, and the film is too thin to weigh easily. An x-ray beam meets its surface at a fraction of a degree. Below a certain angle nearly all of the beam is reflected; above it the reflection falls steeply. How much matter does that angle reveal, and can it be read from a film that lies on a denser substrate?

The simplest case is a deep, uniform medium with a flat, smooth surface. Absorption, finite thickness and pores are added in turn. The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, in which $c\approx137$. Numbers are in eV and \AA. Angles $\theta$ are measured from the surface, and waves carry the factor $e^{-i\omega t}$.

\section{From one electron to an index}

An electron has charge $-1$. Let it be bound with natural frequency $\omega_0$ and driven by a field $E\cos\omega t$:
\begin{equation}
\ddot x=-\omega_0^2x-E\cos\omega t .
\end{equation}
Inserting $x=X\cos\omega t$ gives $(\omega_0^2-\omega^2)X=-E$, so
\begin{equation}
X=\frac{E}{\omega^2-\omega_0^2}\;\longrightarrow\;\frac{E}{\omega^2}
\qquad(\omega\gg\omega_0).
\end{equation}
The dipole moment is $-X$ and opposes the field. With $n_e$ such electrons per volume the polarization is $P=-n_eE/\omega^2$. Since $\varepsilon E=E+4\pi P$,
\begin{equation}
\varepsilon=1-\frac{4\pi n_e}{\omega^2}=1-\frac{\omega_p^2}{\omega^2},
\qquad \omega_p=\sqrt{4\pi n_e}.
\end{equation}
The index is $n=\sqrt\varepsilon$. Expanding the root to first order,
\begin{equation}
n\approx1-\delta,\qquad \delta=\frac{2\pi n_e}{\omega^2}=\frac{\omega_p^2}{2\omega^2}.
\label{delta}
\end{equation}
The field acting on each electron was taken to be the mean field. The two differ by an amount proportional to $P$, which changes $\varepsilon-1$ at order $\delta^2$.

\paragraph{Check by scattering.} The x-ray wavelength is comparable with atomic distances, so one may doubt a smooth polarization. Consider instead a sheet of small thickness $t$. The field radiated by a dipole $p$ near the forward direction is $(\omega^2/c^2)\,p\,e^{ikR}/R$, with $k=\omega/c$. For $p=-E/\omega^2$ this is $-r_eE\,e^{ikR}/R$, where $r_e=1/c^2$ is the classical electron radius. At distance $z$ behind the sheet, with $R^2=z^2+\rho^2$ and hence $\rho\,d\rho=R\,dR$, the wavelets add to
\begin{equation}
-r_en_et\int_0^\infty\frac{e^{ikR}}{R}\,2\pi\rho\,d\rho
=-2\pi r_en_et\int_z^\infty e^{ikR}dR
=-\frac{2\pi i\,r_en_et}{k}\,e^{ikz}.
\end{equation}
The far end of the integral contributes nothing if the illumination fades smoothly. A slab of index $1-\delta$ multiplies the wave by $e^{-i\delta kt}\approx1-i\delta kt$. Comparison gives $\delta=2\pi r_en_e/k^2$, which is equation (\ref{delta}) again. In the forward direction the positions of the electrons within the sheet drop out, and their number remains.

\paragraph{Numbers.} Take a photon energy of 8000 eV and a film with $n_e=0.40$ \AA$^{-3}$, a round model value. Its plasma energy is 23.485 eV, so
\begin{equation}
\delta=\tfrac12\left(\frac{23.485}{8000}\right)^2=4.309\times10^{-6}.
\end{equation}
A numerical sum of the wavelets agrees.

\paragraph{Limit of the free-electron picture.} Binding multiplies the response by $\omega^2/(\omega^2-\omega_0^2)$. For a resonance at 1600 eV this is $1/(1-0.2^2)=1.0417$, as direct integration of the motion confirms. If one electron in ten were bound this way and the rest were nearly free, $\delta$ would rise by about 0.4\%. A single line underestimates the shift, because a real core shell absorbs over a continuum above its edge. A hydrogenic K shell with its edge at 1600 eV adds 0.074 per electron instead of 0.042, and if such a shell supplied the absorption $\beta/\delta=0.01$ used below, $\delta$ would rise by about 1.2\%. What x-rays measure is therefore an effective electron density, close to the true one when the photon energy is far above the resonances of nearly all the electrons. An electron with $\omega_0\gg\omega$ hardly responds and is not counted.

\section{Snell's law and the critical angle}

The phase must advance equally along both sides of the surface, so $k\cos\theta=nk\cos\theta'$, or
\begin{equation}
\cos\theta'=\frac{\cos\theta}{n}.
\end{equation}
Because $n<1$, the refracted ray is bent towards the surface. It runs along the surface, $\theta'=0$, when
\begin{equation}
\cos\theta_c=n=1-\delta .
\end{equation}
For smaller $\theta$ no real $\theta'$ exists. To solve for the angle, write $1-\cos\theta_c=2\sin^2(\theta_c/2)=\delta$. Then
\begin{equation}
\theta_c=2\arcsin\sqrt{\delta/2}
=2\left[\sqrt{\frac\delta2}+\frac16\left(\frac\delta2\right)^{3/2}+\dots\right]
=\sqrt{2\delta}\left(1+\frac{\delta}{12}+\dots\right).
\end{equation}
With (\ref{delta}) the leading term is $\theta_c=\omega_p/\omega$, and the density follows:
\begin{equation}
\boxed{\;\theta_c\approx\sqrt{2\delta},\qquad n_e=\frac{\omega^2\theta_c^2}{4\pi}\;}
\end{equation}
For the film, $\theta_c=\sqrt{2\times4.309\times10^{-6}}=0.002936$ rad, or $0.1682^\circ$. The term $\delta/12$ changes this by a relative $3.6\times10^{-7}$. The square root is what makes the method practical: an index differing from one by a few parts per million produces an angle of a few milliradians.

The square also doubles relative errors, $dn_e/n_e=2\,d\theta_c/\theta_c$. An angle error of $10^{-5}$ rad changes the density by $2\times10^{-5}/0.002936\approx0.7\%$.

\paragraph{Removing the photon energy.} Define $q=2k\sin\theta$, the momentum transferred to the surface. Without expanding the root, $\sin^2\theta_c=1-n^2=1-\varepsilon=\omega_p^2/\omega^2$. Hence
\begin{equation}
q_c=2\,\frac{\omega}{c}\,\frac{\omega_p}{\omega}=\frac{2\omega_p}{c}
=4\sqrt{\pi r_en_e},\qquad n_e=\frac{q_c^2}{16\pi r_e}.
\label{qc}
\end{equation}
Doubling the photon energy halves the angle but leaves $q_c$ unchanged in this model, which was tested at 8000 and 16000 eV. Here $q_c=0.02380$ \AA$^{-1}$.

\section{How much is reflected}

An experiment records intensity, so the shape of the curve near $\theta_c$ matters. Let the electric field be parallel to the surface, $E=\psi(z)e^{ikx\cos\theta}$, with $z$ pointing into the medium. The wave equation $\nabla^2E+\varepsilon k^2E=0$ becomes
\begin{equation}
\psi''+k_1^2\psi=0,\qquad
k_1^2=k^2\sin^2\theta-(1-\varepsilon)k^2=\frac{q^2-q_c^2}{4}.
\label{k1}
\end{equation}
In vacuum the normal wave number is $k_0=q/2$. Outside, $\psi=e^{ik_0z}+re^{-ik_0z}$; inside, $\psi=\tau e^{ik_1z}$. Continuity of $\psi$ and $\psi'$ at $z=0$ gives $1+r=\tau$ and $k_0(1-r)=k_1\tau$, so
\begin{equation}
r=\frac{k_0-k_1}{k_0+k_1},\qquad R=|r|^2 .
\end{equation}
Below the edge $k_1$ is imaginary, numerator and denominator are complex conjugates, and $R=1$. Above it $0<r<1$ and $k_1/k_0=(1-r)/(1+r)$. Therefore
\begin{equation}
\frac{q_c^2}{q^2}=1-\frac{k_1^2}{k_0^2}
=\frac{(1+r)^2-(1-r)^2}{(1+r)^2}=\frac{4r}{(1+r)^2},\qquad r=\sqrt R .
\label{inv}
\end{equation}
For a transparent half-space, each absolute reflectivity above the edge thus yields the density. Integration of the wave equation at $q=1.5\,q_c$ gives $R=0.02129$, so $r=0.1459$ and $4r/(1+r)^2=0.4445$. Then $q_c^2/q^2$ times $1.5^2$ is 1.000, and the density returned is 0.400 \AA$^{-3}$.

\paragraph{Large-$q$ limit.} When $r\ll1$, (\ref{inv}) gives $r\approx q_c^2/4q^2$ and $R\approx(q_c/2q)^4$. The tail is weak, but for a sharp surface its height also carries the density. A surface whose density rises gradually to the bulk value lowers the tail, and a density read from it with (\ref{inv}) is then too low. A denser skin does the opposite: 20 \AA\ of density 0.64 \AA$^{-3}$ on top of the film material makes (\ref{inv}) return 0.45 \AA$^{-3}$ at $1.5\,q_c$ and 0.62 \AA$^{-3}$ at $3\,q_c$.

\paragraph{Other polarization.} With the magnetic field parallel to the surface, $\psi$ and $\psi'/\varepsilon$ are continuous, which replaces $k_0$ by $\varepsilon k_0$ in $r$. As $\varepsilon$ differs from one by $2\delta$, the change is of order $\delta$. Between $0.5\,q_c$ and $2\,q_c$ the two reflectivities were tested to agree within $2\times10^{-5}$.

\section{Absorption rounds the edge}

Let $n=1-\delta+i\beta$ and $b=\beta/\delta$. To first order $\varepsilon=1-2\delta(1-ib)$, so $q_c^2$ in (\ref{k1}) is replaced by $q_c^2(1-ib)$, while $q_c$ keeps its meaning (\ref{qc}). At $q=q_c$,
\begin{equation}
\frac{k_1}{k_0}=\sqrt{ib}=s(1+i),\qquad s=\sqrt{b/2},
\end{equation}
\begin{equation}
R(q_c)=\frac{(1-s)^2+s^2}{(1+s)^2+s^2}
=\frac{1-\sqrt{2b}+b}{1+\sqrt{2b}+b}.
\end{equation}
As $b\to0$ this returns to 1. For $b=0.01$ it is $0.8686/1.1514=0.754$: a loss of 1\% relative to $\delta$ removes a quarter of the reflection at the edge, because the correction enters as $\sqrt b$.

It is tempting to read the edge at half height. For this half-space $R=0.5$ at $q=0.02415$ \AA$^{-1}$, and (\ref{qc}) then gives 0.412 \AA$^{-3}$, which is 3\% above the true density. Absorption is not the main cause. With $b=0$ and $r=\sqrt{0.5}=0.7071$, (\ref{inv}) gives $q^2/q_c^2=(1.7071)^2/2.8284=1.030$, nearly the same excess. The fall of the curve has a finite width even without absorption. This holds for small $b$; the excess shrinks to 1\% at $b=0.05$ and becomes a deficit of 4\% at $b=0.1$.

\section{A film on a denser substrate}

Now let the film have thickness $d=1000$ \AA\ and lie on a substrate of density 0.70 \AA$^{-3}$, whose edge is at $q_s=0.03149$ \AA$^{-1}$. Between $q_c$ and $q_s$ the wave enters the film but decays in the substrate.

\paragraph{The transparent limit.} Without absorption the decaying field in the substrate can be chosen real. The wave equation is then real, so $\psi$ stays real up to the surface. A real field in vacuum has the form $ae^{ik_0z}+a^*e^{-ik_0z}$, so $R=|a^*/a|^2=1$. Total reflection persists up to $q_s$, and the film's critical angle leaves no mark on the intensity. When film and substrate are both transparent, a film less dense than its substrate cannot be measured by looking for its edge. Loss in either medium breaks the argument: a transparent 1000 \AA\ film on a substrate with $\beta/\delta=0.02$ already shows a dip to $R\approx0.89$ just above $q_c$.

\paragraph{With absorption.} Let $r_{01}$ and $r_{12}$ be the reflection amplitudes of the film's upper and lower faces, each of the form found above. In the film $\psi\propto e^{ik_1z}+\rho e^{-ik_1z}$, with $\rho=r_{12}e^{2ik_1d}$. Equating $\psi'/\psi$ on both sides of the surface,
\begin{equation}
k_0\frac{1-r}{1+r}=k_1\frac{1-\rho}{1+\rho}
\;\Rightarrow\;
r=\frac{(k_0-k_1)+\rho(k_0+k_1)}{(k_0+k_1)+\rho(k_0-k_1)}
=\frac{r_{01}+\rho}{1+r_{01}\rho}.
\label{film}
\end{equation}
This agrees with direct integration of the wave equation at four values of $q$.

Let $\kappa=\tfrac12\sqrt{q_s^2-q^2}$ be the decay constant in the substrate. Neglecting losses in the phases,
\begin{equation}
r_{12}=\frac{k_1-i\kappa}{k_1+i\kappa}=-e^{2i\varphi},\qquad \tan\varphi=\frac{k_1}{\kappa}.
\end{equation}
Absorption reduces the returning wave to a fraction $\eta<1$, so $\rho=-\eta e^{2i\Phi}$ with $\Phi=k_1d+\varphi$. Treating $r_{01}$ as real,
\begin{equation}
R=\frac{r_{01}^2+\eta^2-y}{1+r_{01}^2\eta^2-y},\qquad y=2r_{01}\eta\cos2\Phi .
\end{equation}
The denominator exceeds the numerator by $(1-r_{01}^2)(1-\eta^2)>0$, so $R$ decreases as $y$ grows. If $r_{01}$ and $\eta$ vary slowly, the dips lie at $\cos2\Phi=1$. In this approximation the value $\Phi=0$ would need $k_1=0$, where $r_{01}=1$ and $R=1$, so it gives no dip; the first dip is at $\Phi=\pi$:
\begin{equation}
k_1d+\arctan\frac{k_1}{\kappa}=\pi,\qquad q_c^2=q_{\rm dip}^2-4k_1^2 .
\label{dip}
\end{equation}

\paragraph{Numbers.} With $\beta/\delta=0.01$ in the film and 0.02 in the substrate, the first dip of the full curve (\ref{film}) is at 0.02447 \AA$^{-1}$. Taken as the edge, it gives 0.423 \AA$^{-3}$, which is 5.7\% too high. At the dip $\kappa=0.00991$ \AA$^{-1}$, and (\ref{dip}) is solved by $k_1=0.002861$ \AA$^{-1}$, since $2.861+\arctan0.2887=3.142$. Then
\begin{equation}
q_c^2=(5.988-0.327)\times10^{-4}=5.661\times10^{-4}\ \text{\AA}^{-2},
\end{equation}
and (\ref{qc}) gives 0.3996 \AA$^{-3}$, within about 0.1\% of the input. The condition neglects the change of $r_{01}$ and $\eta$ with $q$, so agreement this close is not guaranteed for other thicknesses and losses. With the same losses the corrected density is 0.9\% low at 500 \AA\ and 2.2\% low at 300 \AA. For 2000 \AA\ with $\beta/\delta=0.03$ in the film the first dip is washed out, and applying (\ref{dip}) to the next one gives a density 5\% too high. The reflectivity at the dip is just 0.006. By (\ref{film}) this means $\rho\approx-r_{01}$: the wave returning from the film nearly cancels the one reflected at the surface. These values are for a perfectly parallel beam. The dip lies only $8\times10^{-5}$ rad above the edge: a Gaussian divergence of $0.005^\circ$ full width fills it to $R\approx0.4$ without moving it appreciably, $0.01^\circ$ shifts the corrected density to 0.405 \AA$^{-3}$, and at $0.02^\circ$ the first visible minimum gives 0.458 \AA$^{-3}$.

\paragraph{Two limits of thickness.} For a very thick film the returning wave is absorbed, $\eta\to0$, and (\ref{film}) becomes the half-space result. At 40000 \AA\ the two curves differ by at most $2\times10^{-7}$ between $0.9\,q_c$ and $1.05\,q_c$. As the film is made thinner, the solution of the phase condition (\ref{dip}) moves up and reaches $q_s$, where $\kappa=0$. There $\arctan(k_1/\kappa)=\pi/2$, so $k_1d=\pi/2$ with $k_1=\tfrac12\sqrt{q_s^2-q_c^2}$, and
\begin{equation}
d=\frac{\pi}{\sqrt{q_s^2-q_c^2}}\approx150\ \text{\AA}.
\end{equation}
Below this thickness the phase condition has no solution under the substrate edge. Absorption in the substrate rounds that edge and can remove the dip at a thickness well above this value, so the estimate is not a safe lower limit for finding a dip; with the losses used here the dip first appears near 240 \AA. Without a dip, the density must be sought elsewhere in the curve, for example by fitting (\ref{film}) to data that extend above $q_s$.

\section{Pores}

A porous film is not uniform. Let its density vary with depth with period $\Lambda$, and write $V(z)=4\pi r_en_e(z)$, so that $\psi''=(V-k_0^2)\psi$. At the edge the wave in the stack has no phase advance from one period to the next, so $\psi$ is periodic. Write $\psi=1+u$ with $\langle u\rangle=0$, where $\langle\cdot\rangle$ is the mean over a period. Since $\langle\psi''\rangle=0$, averaging the equation gives $k_0^2=\langle V\psi\rangle=\langle V\rangle+\langle Vu\rangle$. For small $u$, $u''\approx V-\langle V\rangle$. Integrating by parts over a period,
\begin{equation}
k_0^2\approx\langle V\rangle+\langle u''u\rangle=\langle V\rangle-\langle u'^2\rangle .
\end{equation}
The first term is the edge of a uniform film with the mean density. The second lowers it and grows as $\Lambda^2$, because $u'$ is an integral of $V-\langle V\rangle$ over a length of order $\Lambda$.

Walls of density 0.64 \AA$^{-3}$ filling $0.40/0.64=0.625$ of each period have mean density 0.40 \AA$^{-3}$. The computed edge corresponds to 0.3998 \AA$^{-3}$ for a period of 16 \AA\ and 0.383 \AA$^{-3}$ for 160 \AA. The relative shifts, 0.04\% and 4.3\%, follow the $\Lambda^2$ law. These shifts belong to the layered model, which can overstate the effect for three-dimensional pores. Spherical pores of the same volume fraction on a simple cubic lattice of spacing 160 \AA\ lower the edge density by about 2.3\% with the beam along a lattice axis and 1.1\% at an oblique azimuth. Real pore structures need their own calculation.

\section{From density to porosity}

Let a volume fraction $p$ be pores of electron density $n_{\rm pore}$. Then $n_e=(1-p)n_{\rm wall}+p\,n_{\rm pore}$, and
\begin{equation}
p=\frac{n_{\rm wall}-n_e}{n_{\rm wall}-n_{\rm pore}}
\;\longrightarrow\;1-\frac{n_e}{n_{\rm wall}}\qquad(n_{\rm pore}\to0).
\end{equation}
Reflectivity supplies $n_e$; the wall density must come from elsewhere. For empty pores, differentiation gives
\begin{equation}
dp=(1-p)\left(\frac{dn_{\rm wall}}{n_{\rm wall}}-2\,\frac{d\theta_c}{\theta_c}\right).
\end{equation}
The model film has $p=1-0.40/0.64=0.375$. Taking the first dip as the edge would give 0.340, and the corrected dip gives 0.376. A wall density assumed 5\% too high gives 0.405, an error of 0.030, close to the linear estimate $0.625\times0.05=0.031$. By comparison, the angle error of $10^{-5}$ rad changes $p$ by about $0.625\times0.007=0.004$. The dip correction also needs the thickness; a 5\% error in $d$ changes $p$ by about 0.004. With these assumed errors, and a beam parallel enough to resolve the first dip, the uncertain wall density limits the porosity more than the angle or the thickness does. The computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
photon energy                       8000 eV
vacuum wavelength                   1.5498 angstrom
vacuum wave number k                4.0542 1/angstrom
classical electron radius           2.8179e-05 angstrom
film electron density               0.40 1/angstrom^3
wall electron density               0.64 1/angstrom^3
substrate electron density          0.70 1/angstrom^3
film thickness                      1000 angstrom
beta/delta, film and substrate      0.01 0.02
plasma energy of film               23.485 eV
delta from formula                  4.3089e-06
delta from summed wavelets          4.3089e-06
critical angle sqrt(2 delta)        0.002936 rad
same angle in degrees               0.1682 deg
relative error of sqrt(2 delta)     3.6e-07
q_c of film                         0.02380 1/angstrom
q_c of substrate                    0.03149 1/angstrom
bound-electron resonance            1600 eV
its response / free response        1.0417
-- half-space of film material --
R at 0.8 q_c, no absorption         1.00000
R at 1.5 q_c, no absorption         0.02129
density from that R                 0.4000 1/angstrom^3
R at q_c with absorption            0.7544
q where R = 0.5, with absorption    0.02415 1/angstrom
density if read at R = 0.5          0.4118 1/angstrom^3
-- film on denser substrate --
lowest R below substrate edge, b=0  1.000000
first dip, with absorption          0.02447 1/angstrom
R at first dip                      0.0061
substrate decay constant kappa      0.00991 1/angstrom
standing-wave k1                    0.002861 1/angstrom
density, dip taken as edge          0.4227 1/angstrom^3
density, dip corrected              0.3996 1/angstrom^3
thick film for half-space test      40000 angstrom
largest R difference there          1.9e-07
-- pores and porosity --
stack density, period 16 angstrom   0.39983 1/angstrom^3
stack density, period 160 angstrom  0.38267 1/angstrom^3
porosity from true density          0.3750
porosity, dip taken as edge         0.3395
porosity, dip corrected             0.3756
porosity if wall density 5% higher  0.4048
angle error assumed                 1e-05 rad
relative density error from it      0.00682
\end{verbatim}
